**Local charge neutrality, on-site shifts and bond-order forces**

The program studies a bent triatomic model with s and p orbitals, in which the free energy A = 2 Tr(ρH⁰) − TS is minimised with every atomic population q_i held at its neutral valence N_i. Here ρ is the density matrix per spin, H⁰ the unshifted Hamiltonian, T the electronic temperature, S the entropy and Δ_i the on-site shift of atom i. It asserts that twelve other neutral density matrices have higher free energy, and that arbitrary variations of ρ and small charge transfers change A as the multipliers Δ_i predict. It also asserts that solutions with a finite Hubbard U approach the neutral one with errors falling as 1/U, with or without intersite Coulomb terms. Forces built from bond orders, hopping gradients and pair repulsion are compared with finite differences of the free energy, with neutrality solved again at each displaced geometry; the largest error over nine components is about 10⁻⁶ eV/Å. The output shows shifts of 0.760, −1.792 and 1.031 eV, and a force of −1.47 eV/Å on the first atom. It also shows the spurious −0.60 eV/Å that arises when the shifted band free energy alone is differentiated with updated shifts.

## Program and output

```python
"""Tight-binding bond model with local charge neutrality (LCN).

Result under test: minimising A = 2 Tr(rho H0) - T S subject to q_i = N_i
gives rho = f(H0 + shift_i - mu). The shifts are the Lagrange multipliers and
the limit of U (q_i - N_i) for U -> infinity. The electronic force is
-sum 2 rho_ij dH_ji/dR over i != j (interatomic bond orders only).
rho: density matrix per spin; q_i: atomic electron number; N_i: neutral valence;
S: electronic entropy; mu: chemical potential. Energies in eV, lengths in angstrom.
Model: bent molecule X1-M-X2, orbitals s, px, py, pz on every atom.
"""
from types import SimpleNamespace
import numpy as np
from scipy import constants
from scipy.optimize import brentq, root
from scipy.special import expit, xlogy

NAMES = ("X1", "M", "X2")
VALENCE = np.array([6.0, 4.0, 6.0])
LEVEL_X, LEVEL_M = (-14.0, -5.0), (-8.0, -1.0)      # s and p levels
ONSITE = np.array([v for s, p in (LEVEL_X, LEVEL_M, LEVEL_X) for v in (s, p, p, p)])
FREE_OCC = np.array([v for n in VALENCE for v in (2.0,) + ((n - 2) / 3,) * 3])
HOPPING = np.array([-2.0, 2.5, 3.0, -1.0])         # ss-sigma, sp-sigma, pp-sigma, pp-pi
R0, REP0, KT = 2.0, 4.0, 0.1
LENGTH1, LENGTH2, ANGLE = 1.9, 2.2, 120.0
COULOMB = constants.e / (4 * np.pi * constants.epsilon_0) * 1e10   # eV angstrom
PAIRS = ((0, 1), (1, 2), (0, 2))


def hopping_block(d):
    """Slater-Koster block for bond vector d, and its gradient with respect to d."""
    r = np.linalg.norm(d)
    l = d / r
    ss, sp, sigma, pi = HOPPING * (R0 / r) ** 2
    h = np.zeros((4, 4))
    h[0, 0] = ss
    h[0, 1:], h[1:, 0] = sp * l, -sp * l
    h[1:, 1:] = (sigma - pi) * np.outer(l, l) + pi * np.eye(3)
    dl = (np.eye(3) - np.outer(l, l)) / r
    grad = np.zeros((3, 4, 4))
    for c in range(3):
        grad[c] = -2 * l[c] / r * h
        grad[c, 0, 1:] += sp * dl[c]
        grad[c, 1:, 0] -= sp * dl[c]
        grad[c, 1:, 1:] += (sigma - pi) * (np.outer(dl[c], l) + np.outer(l, dl[c]))
    return h, grad


def hamiltonian(pos):
    H = np.diag(ONSITE)
    for i, j in PAIRS:
        h = hopping_block(pos[j] - pos[i])[0]
        H[4*i:4*i+4, 4*j:4*j+4] = h
        H[4*j:4*j+4, 4*i:4*i+4] = h.T
    return H


def fill(H, electrons, kT):
    e, c = np.linalg.eigh(H)
    mu = brentq(lambda m: 2 * expit((m - e) / kT).sum() - electrons,
                e[0] - 40 * kT, e[-1] + 40 * kT, xtol=1e-13)
    f, g = expit((mu - e) / kT), expit((e - mu) / kT)
    ts = -2 * kT * (xlogy(f, f) + xlogy(g, g)).sum()
    return SimpleNamespace(rho=(c * f) @ c.T, mu=mu, ts=ts, band=2 * f @ e)


def atom_charges(rho):
    return 2 * np.diag(rho).reshape(3, 4).sum(axis=1)


def solve(H0, valence=VALENCE, kT=KT, gamma=None):
    """LCN solution (gamma None) or self-consistent solution for a Coulomb matrix."""
    target = np.zeros((3, 3)) if gamma is None else np.linalg.inv(gamma)

    def residual(x, inverse):
        shift = np.append(x, -x.sum())
        state = fill(H0 + np.diag(np.repeat(shift, 4)), valence.sum(), kT)
        const = -(inverse @ shift).sum() / inverse.sum() if inverse.any() else 0.0
        return (atom_charges(state.rho) - valence - inverse @ (shift + const))[:-1]

    x = np.zeros(2)
    for inverse in (0.3 * np.eye(3), 0.05 * np.eye(3), target):
        x = root(residual, x, args=(inverse,), tol=1e-12).x
    assert np.abs(residual(x, target)).max() < 1e-9
    shift = np.append(x, -x.sum())
    out = fill(H0 + np.diag(np.repeat(shift, 4)), valence.sum(), kT)
    out.shift, out.q = shift, atom_charges(out.rho)
    out.dq = out.q - valence
    out.free = 2 * np.sum(out.rho * H0) - out.ts
    if gamma is not None:
        out.free += 0.5 * out.dq @ gamma @ out.dq
    return out


def repulsion(pos):
    return sum(REP0 * (R0 / np.linalg.norm(pos[j] - pos[i])) ** 4 for i, j in PAIRS)


def pair_forces(rho, pos):
    """Arrays [i, j]: force on atom i from pair ij, electronic and repulsive."""
    bond, rep = np.zeros((3, 3, 3)), np.zeros((3, 3, 3))
    for i, j in PAIRS:
        d = pos[j] - pos[i]
        r = np.linalg.norm(d)
        grad = hopping_block(d)[1]
        g = 4 * np.einsum("ab,cab->c", rho[4*i:4*i+4, 4*j:4*j+4], grad)
        bond[i, j], bond[j, i] = g, -g
        push = 4 * REP0 * (R0 / r) ** 4 * d / r ** 2
        rep[i, j], rep[j, i] = -push, push
    return bond, rep


def energy_parts(rho, H0):
    bond = 2 * np.sum(rho * (H0 - np.diag(np.diag(H0))))
    promotion = (2 * np.diag(rho) - FREE_OCC) @ ONSITE
    return bond, promotion


def observables(pos):
    H0 = hamiltonian(pos)
    s = solve(H0)
    total = s.free - FREE_OCC @ ONSITE + repulsion(pos)
    return np.array([total, s.band - s.ts, energy_parts(s.rho, H0)[1], *s.shift])


def derivative(function, pos, atom, axis, h=5e-4):
    step = np.zeros((3, 3))
    step[atom, axis] = h
    return (function(pos + step) - function(pos - step)) / (2 * h)


theta = np.radians(ANGLE)
pos = np.array([[LENGTH1, 0, 0], [0, 0, 0],
                [LENGTH2 * np.cos(theta), LENGTH2 * np.sin(theta), 0]])
H0 = hamiltonian(pos)
bare = fill(H0, VALENCE.sum(), KT)
bare_q = atom_charges(bare.rho)
lcn = solve(H0)
e_bond, e_prom = energy_parts(lcn.rho, H0)
e_rep = repulsion(pos)
binding = e_bond + e_prom + e_rep
levels = np.linalg.eigvalsh(H0 + np.diag(np.repeat(lcn.shift, 4)))
gap = levels[8] - levels[7]

# Shifted eigenvalue sum minus shifted free-atom levels equals bond + promotion.
def reference_mismatch(state):
    reference = FREE_OCC @ (ONSITE + np.repeat(state.shift, 4))
    return state.band - reference - sum(energy_parts(state.rho, H0))
assert abs(reference_mismatch(lcn)) < 1e-7
mismatch_U10 = reference_mismatch(solve(H0, gamma=10 * np.eye(3)))
assert mismatch_U10 > 1e-3

# Global minimum: other neutral density matrices have a higher free energy.
rng = np.random.default_rng(4)
excess = []
for _ in range(12):
    noise = rng.normal(size=(12, 12)) * 0.3
    trial = solve(H0 + noise + noise.T)
    excess.append(2 * np.sum(trial.rho * H0) - trial.ts - lcn.free)
assert min(excess) > 0

# Multiplier property for arbitrary variations, at high kT so that rho +- tX is valid.
HOT = 2.0
hot = solve(H0, kT=HOT)
def free_from_rho(rho):
    f = np.linalg.eigvalsh(rho)
    assert f[0] > 0 and f[-1] < 1
    return 2 * np.sum(rho * H0) + 2 * HOT * (xlogy(f, f) + xlogy(1 - f, 1 - f)).sum()
variation_error = 0.0
for _ in range(6):
    X = rng.normal(size=(12, 12))
    X = (X + X.T) / np.linalg.norm(X + X.T)
    t = 1e-6
    slope = (free_from_rho(hot.rho + t * X) - free_from_rho(hot.rho - t * X)) / (2 * t)
    predicted = (hot.mu - hot.shift) @ atom_charges(X)
    variation_error = max(variation_error, abs(slope - predicted))
assert variation_error < 1e-5

# Cost of moving constrained charge from X1 to M.
transfer = np.array([-1.0, 1.0, 0.0]) * 1e-3
transfer_slope = (solve(H0, VALENCE + transfer).free
                  - solve(H0, VALENCE - transfer).free) / 2e-3
assert abs(transfer_slope - (lcn.shift[0] - lcn.shift[1])) < 1e-4

# Infinite-U limit, without and with intersite Coulomb interaction.
def coulomb_matrix(p):
    C = np.zeros((3, 3))
    for i, j in PAIRS:
        C[i, j] = C[j, i] = COULOMB / np.linalg.norm(p[j] - p[i])
    return C
U_VALUES = (5.0, 10.0, 100.0, 1000.0, 10000.0)
scan = [solve(H0, gamma=U * np.eye(3)) for U in U_VALUES]
half_square = 0.5 * lcn.shift @ lcn.shift
scaled_gap = [U * (lcn.free - s.free) for U, s in zip(U_VALUES, scan)]
shift_error = [np.abs(s.shift - lcn.shift).max() for s in scan]
assert all(s.free < lcn.free for s in scan)
assert 8 < (scaled_gap[3] - half_square) / (scaled_gap[4] - half_square) < 12
assert 8 < shift_error[3] / shift_error[4] < 12
with_coulomb = [np.abs(solve(H0, gamma=U * np.eye(3) + coulomb_matrix(pos)).shift
                       - lcn.shift).max() for U in U_VALUES[3:]]
assert 8 < with_coulomb[0] / with_coulomb[1] < 12

# Forces against finite differences with neutrality solved again at each geometry.
bond_pair, rep_pair = pair_forces(lcn.rho, pos)
f_bond, f_rep = bond_pair.sum(axis=1), rep_pair.sum(axis=1)
slopes = np.array([[derivative(observables, pos, a, c) for c in range(3)]
                   for a in range(3)])
force_error = np.abs(-slopes[:, :, 0] - f_bond - f_rep).max()
assert force_error < 1e-4
spurious = -slopes[:, :, 3:] @ VALENCE
assert np.abs(-slopes[:, :, 1] - f_bond - spurious).max() < 1e-4
assert np.abs(spurious).max() > 1e-2
def frozen_band(p):
    s = fill(hamiltonian(p) + np.diag(np.repeat(lcn.shift, 4)), VALENCE.sum(), KT)
    return s.band - s.ts
frozen_force = -derivative(frozen_band, pos, 0, 0)
assert abs(frozen_force - f_bond[0, 0]) < 1e-4

# Finite Coulomb matrix: an additional electrostatic force appears.
U_TEST = 20.0
def coulomb_free(p):
    return solve(hamiltonian(p), gamma=U_TEST * np.eye(3) + coulomb_matrix(p)).free
charged = solve(H0, gamma=U_TEST * np.eye(3) + coulomb_matrix(pos))
electrostatic = sum(COULOMB * charged.dq[0] * charged.dq[j] * (pos[0] - pos[j])[0]
                    / np.linalg.norm(pos[0] - pos[j]) ** 3 for j in (1, 2))
charged_bond = pair_forces(charged.rho, pos)[0].sum(axis=1)[0, 0]
charged_fd = -derivative(coulomb_free, pos, 0, 0)
assert abs(charged_fd - charged_bond - electrostatic) < 1e-4

print(f"levels s, p: X {LEVEL_X}, M {LEVEL_M} eV; kT = {KT} eV")
print(f"hoppings ss, sp, pp-sigma, pp-pi at {R0} A: {HOPPING.tolist()} eV, as r^-2")
print(f"repulsion at {R0} A: {REP0} eV per pair, as r^-4")
print(f"M-X1 = {LENGTH1} A, M-X2 = {LENGTH2} A, angle = {ANGLE} deg")
for k, name in enumerate(NAMES):
    print(f"{name}: N = {VALENCE[k]:.0f}, q without shifts = {bare_q[k]:.4f}, "
          f"q LCN = {lcn.q[k]:.4f}, shift = {lcn.shift[k]:.4f} eV")
print(f"gap between levels 8 and 9 with LCN = {gap:.4f} eV")
print(f"bond energy = {e_bond:.4f} eV")
print(f"promotion energy = {e_prom:.4f} eV")
print(f"repulsive energy = {e_rep:.4f} eV")
print(f"binding energy (sum of three) = {binding:.4f} eV")
print(f"entropy term T S = {lcn.ts:.2e} eV")
print(f"level-reference mismatch at U = 10 eV: {mismatch_U10:.4f} eV")
print(f"lowest excess of 12 neutral trial matrices = {min(excess):.4f} eV")
print(f"variation test at kT = {HOT} eV, largest error = {variation_error:.1e} eV")
print(f"charge transfer X1 to M: dA/dN = {transfer_slope:.4f} eV per electron")
print(f"shift(X1) - shift(M) = {lcn.shift[0] - lcn.shift[1]:.4f} eV")
for U, s, g in zip(U_VALUES, scan, scaled_gap):
    print(f"U = {U:.0f} eV: dq(M) = {s.dq[1]:.6f}, shift(M) = {s.shift[1]:.4f} eV, "
          f"U*(A_inf - A_U) = {g:.4f} eV^2")
print(f"half sum of squared LCN shifts = {half_square:.4f} eV^2")
print(f"with intersite Coulomb, shift error at U = 1000, 10000 eV: "
      f"{with_coulomb[0]:.5f}, {with_coulomb[1]:.5f} eV")
for i, j in PAIRS:
    e_pair = 4 * np.sum(lcn.rho[4*i:4*i+4, 4*j:4*j+4] * H0[4*i:4*i+4, 4*j:4*j+4])
    print(f"bond energy of pair {NAMES[i]}-{NAMES[j]} = {e_pair:.4f} eV")
for a, b, label in ((0, 0, "s-s"), (0, 1, "s(X1)-px(M)"), (1, 0, "px(X1)-s(M)"),
                    (1, 1, "px-px"), (2, 2, "py-py"), (3, 3, "pz-pz")):
    print(f"bond order X1-M {label} = {2 * lcn.rho[a, 4 + b]:.4f}")
print("x forces on X1 (positive x stretches M-X1):")
print(f"  bond part from M = {bond_pair[0, 1, 0]:.4f} eV/A")
print(f"  bond part from X2 = {bond_pair[0, 2, 0]:.4f} eV/A")
print(f"  repulsive part = {f_rep[0, 0]:.4f} eV/A")
total_force = f_bond[0, 0] + f_rep[0, 0]
nano = constants.e * 1e10 * 1e9
print(f"  total = {total_force:.4f} eV/A = {total_force * nano:.4f} nN")
print(f"  total by finite difference = {-slopes[0, 0, 0]:.4f} eV/A")
print(f"  largest error over nine components = {force_error:.1e} eV/A")
print(f"  minus d(promotion energy)/dx = {-slopes[0, 0, 2]:.4f} eV/A")
print(f"  band derivative, shifts updated = {-slopes[0, 0, 1]:.4f} eV/A")
print(f"  spurious part -sum N dshift/dx = {spurious[0, 0]:.4f} eV/A")
print(f"  band derivative, shifts frozen = {frozen_force:.4f} eV/A")
print(f"U = {U_TEST:.0f} eV plus intersite Coulomb, x force on X1 without repulsion:")
print(f"  bond part = {charged_bond:.4f}, electrostatic part = {electrostatic:.4f}, "
      f"finite difference = {charged_fd:.4f} eV/A")
print("checks complete")
```

Running it gives:

```
levels s, p: X (-14.0, -5.0), M (-8.0, -1.0) eV; kT = 0.1 eV
hoppings ss, sp, pp-sigma, pp-pi at 2.0 A: [-2.0, 2.5, 3.0, -1.0] eV, as r^-2
repulsion at 2.0 A: 4.0 eV per pair, as r^-4
M-X1 = 1.9 A, M-X2 = 2.2 A, angle = 120.0 deg
X1: N = 6, q without shifts = 6.7495, q LCN = 6.0000, shift = 0.7604 eV
M: N = 4, q without shifts = 2.3207, q LCN = 4.0000, shift = -1.7917 eV
X2: N = 6, q without shifts = 6.9298, q LCN = 6.0000, shift = 1.0313 eV
gap between levels 8 and 9 with LCN = 0.2814 eV
bond energy = -19.0482 eV
promotion energy = 1.9624 eV
repulsive energy = 8.0442 eV
binding energy (sum of three) = -9.0416 eV
entropy term T S = 2.71e-01 eV
level-reference mismatch at U = 10 eV: 0.3937 eV
lowest excess of 12 neutral trial matrices = 1.8586 eV
variation test at kT = 2.0 eV, largest error = 2.3e-08 eV
charge transfer X1 to M: dA/dN = 2.5521 eV per electron
shift(X1) - shift(M) = 2.5521 eV
U = 5 eV: dq(M) = -0.293457, shift(M) = -1.4673 eV, U*(A_inf - A_U) = 1.9885 eV^2
U = 10 eV: dq(M) = -0.161284, shift(M) = -1.6128 eV, U*(A_inf - A_U) = 2.1853 eV^2
U = 100 eV: dq(M) = -0.017721, shift(M) = -1.7721 eV, U*(A_inf - A_U) = 2.3996 eV^2
U = 1000 eV: dq(M) = -0.001790, shift(M) = -1.7897 eV, U*(A_inf - A_U) = 2.4233 eV^2
U = 10000 eV: dq(M) = -0.000179, shift(M) = -1.7915 eV, U*(A_inf - A_U) = 2.4257 eV^2
half sum of squared LCN shifts = 2.4260 eV^2
with intersite Coulomb, shift error at U = 1000, 10000 eV: 0.00200, 0.00020 eV
bond energy of pair X1-M = -11.1744 eV
bond energy of pair M-X2 = -7.0034 eV
bond energy of pair X1-X2 = -0.8704 eV
bond order X1-M s-s = 0.0564
bond order X1-M s(X1)-px(M) = 0.2621
bond order X1-M px(X1)-s(M) = -0.2410
bond order X1-M px-px = -0.8672
bond order X1-M py-py = 0.3903
bond order X1-M pz-pz = 0.6798
x forces on X1 (positive x stretches M-X1):
  bond part from M = -11.7625 eV/A
  bond part from X2 = -0.4316 eV/A
  repulsive part = 10.7200 eV/A
  total = -1.4741 eV/A = -2.3617 nN
  total by finite difference = -1.4741 eV/A
  largest error over nine components = 1.3e-06 eV/A
  minus d(promotion energy)/dx = 2.3044 eV/A
  band derivative, shifts updated = -12.7934 eV/A
  spurious part -sum N dshift/dx = -0.5993 eV/A
  band derivative, shifts frozen = -12.1941 eV/A
U = 20 eV plus intersite Coulomb, x force on X1 without repulsion:
  bond part = -12.1369, electrostatic part = -0.0307, finite difference = -12.1677 eV/A
checks complete
```
